# Three-Body Dispersion Energy of Coupled Oscillators: Triangle and Line, part 1

(Sections cited here and not found follow in the second part.)

## I. The coupled oscillators and their leading three-body energy

Three identical model oscillators, each with polarizability volume 1.5 Å³ and quantum 15 eV, stand at the corners of an equilateral triangle of side 4 Å. Their interaction energy lies $1.38\times10^{-4}$ eV above the sum of the three pair energies. Place the same oscillators on a straight line with 4 Å between neighbours, and the interaction energy lies $3.39\times10^{-5}$ eV below the sum of the pair energies. Neither the oscillators nor the law of their coupling has changed. The sign of the difference must therefore come from the arrangement, and the theorem below says how.

### The model and the quantity to be found

Atomic units are used in the algebra, so that $\hbar=1$ and two unit charges at unit distance have unit Coulomb energy. In these units a polarizability is a volume. Numerical values are given in electronvolts and ångströms.

Oscillator $i$ consists of a charge $q_i>0$ of mass $m_i$, bound isotropically with frequency $\omega_i$ to a fixed charge $-q_i$. Its displacement from the fixed site is $\mathbf r_i$, and its dipole moment is $\boldsymbol\mu_i=q_i\mathbf r_i$. In a static field $\mathbf F$ the potential energy $\tfrac12m_i\omega_i^2r_i^2-q_i\mathbf F\cdot\mathbf r_i$ is smallest at $\mathbf r_i=q_i\mathbf F/(m_i\omega_i^2)$. The induced dipole is $q_i\mathbf r_i=\alpha_i\mathbf F$, which gives the static polarizability

$$\alpha_i=\frac{q_i^2}{m_i\omega_i^2}.$$

The coupling is that of point dipoles. A dipole $\boldsymbol\mu_j$ produces, at displacement $\mathbf R=R\mathbf n$ from it, the potential $\boldsymbol\mu_j\cdot\mathbf R/R^3$. Minus the gradient of this potential is the field $[-\boldsymbol\mu_j+3\mathbf n(\mathbf n\cdot\boldsymbol\mu_j)]/R^3$. The energy of $\boldsymbol\mu_i$ in this field is minus their scalar product:

$$V_{ij}=\boldsymbol\mu_i\cdot T_{ij}\,\boldsymbol\mu_j,\qquad
T_{ij}=\frac{1-3\,\mathbf n_{ij}\mathbf n_{ij}}{R_{ij}^3}.$$

Here $\mathbf n_{ij}$ is the unit vector from site $i$ to site $j$, and $\mathbf n\mathbf n$ is the matrix with elements $n_an_b$. Reversing $\mathbf n$ changes nothing, so $T_{ij}=T_{ji}$. We set $T_{ii}=0$, since an oscillator does not couple to itself.

Let $E(123)$ be the ground-state energy of the three coupled oscillators minus that of the uncoupled ones, and let $E(ij)$ be the same difference when only $i$ and $j$ are present. The nonadditive energy is

$$\Delta E=E(123)-E(12)-E(23)-E(31).$$

**Theorem.** Assume that the sites are fixed, that the coupling is the instantaneous point-dipole coupling above, and that the coupled system is bound. Enlarge the triangle of sites by a factor $s$ without changing its shape. For large $s$,

$$\Delta E=E_3+O(s^{-12}),\qquad
E_3=C_9\,\frac{1+3\cos\gamma_1\cos\gamma_2\cos\gamma_3}{(R_{12}R_{23}R_{31})^3},$$

where $\gamma_i$ is the interior angle at site $i$ and

$$C_9=\frac32\,\alpha_1\alpha_2\alpha_3\,
\frac{\omega_1\omega_2\omega_3(\omega_1+\omega_2+\omega_3)}
{(\omega_1+\omega_2)(\omega_2+\omega_3)(\omega_3+\omega_1)}.$$

For identical oscillators $C_9=\tfrac{9}{16}\omega_0\alpha^3$. The energy $E_3$ is positive for an equilateral triangle and negative for every collinear arrangement.

This $E_3$ is the Axilrod–Teller energy. The proof for identical oscillators occupies the rest of this half. Unequal frequencies and the signs are treated in the second half.

### From the Hamiltonian to normal modes

The Hamiltonian is

$$H=\sum_i\left(\frac{p_i^2}{2m_i}+\frac12m_i\omega_i^2r_i^2\right)
+\frac12\sum_{i\ne j}q_iq_j\,\mathbf r_i\cdot T_{ij}\mathbf r_j .$$

The factor $\tfrac12$ in the last term compensates for counting each pair twice. Introduce $\boldsymbol\xi_i=\sqrt{m_i}\,\mathbf r_i$ and $\boldsymbol\pi_i=\mathbf p_i/\sqrt{m_i}$. The two scale factors cancel in the commutator, so these are again canonical pairs. Since $q_i/\sqrt{m_i}=\omega_i\sqrt{\alpha_i}$, the Hamiltonian becomes

$$H=\frac12\sum_i\pi_i^2+\frac12\sum_{ij}\boldsymbol\xi_i\cdot W_{ij}\boldsymbol\xi_j,\qquad
W_{ij}=\omega_i^2\delta_{ij}+\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\,T_{ij}.$$

The nine-by-nine matrix $W$ is real and symmetric. An orthogonal change of coordinates diagonalizes it and leaves the kinetic energy unchanged. If all its eigenvalues $\Omega_k^2$ are positive, the system is a set of nine independent oscillators with ground-state energy $\tfrac12\sum_k\Omega_k$. This positivity is the precise content of the assumption that the system is bound. Subtracting the uncoupled energy, which is $\tfrac12\omega_i$ for each of three directions at each site, gives

$$E(123)=\frac12\left(\sum_{k=1}^{9}\Omega_k-3\sum_{i=1}^{3}\omega_i\right).$$

### Expansion for identical oscillators

Now let $\alpha_i=\alpha$ and $\omega_i=\omega_0$. Then $W=\omega_0^2(1+A)$, where $A$ has the blocks $A_{ij}=\alpha T_{ij}$. With $a_k$ for the eigenvalues of $A$, the normal frequencies are $\omega_0\sqrt{1+a_k}$. Every block of $A$ is proportional to $s^{-3}$, so all $|a_k|$ are below one once the triangle is large enough, and the binomial series

$$\sqrt{1+a}=1+\frac a2-\frac{a^2}{8}+\frac{a^3}{16}-\frac{5a^4}{128}+\cdots$$

may be summed over the modes. Because $\sum_ka_k^n=\mathrm{Tr}\,A^n$,

$$E(123)=\omega_0\left[\frac{\mathrm{Tr}A}{4}-\frac{\mathrm{Tr}A^2}{16}
+\frac{\mathrm{Tr}A^3}{32}-\frac{5\,\mathrm{Tr}A^4}{256}+\cdots\right].$$

The coefficients are half the binomial ones, the half being that of the zero-point energy.

**Lemma 1.** The first contribution to $\Delta E$ is

$$E_3=\frac{3}{16}\,\omega_0\alpha^3\,\mathrm{tr}(T_{12}T_{23}T_{31}),$$

where $\mathrm{tr}$ is the trace over the three Cartesian directions.

*Proof.* Written in blocks, the trace of a power is a sum over closed walks among the sites:

$$\mathrm{Tr}A^n=\alpha^n\sum_{i_1,\ldots,i_n}
\mathrm{tr}\left(T_{i_1i_2}T_{i_2i_3}\cdots T_{i_ni_1}\right).$$

Since $T_{ii}=0$, every step of a walk must lead to a different site. There is no closed walk of one step, so $\mathrm{Tr}A=0$.

A closed walk of two steps goes from $i$ to $j$ and back, and so involves one pair. To evaluate it, use $(\mathbf n\mathbf n)^2=\mathbf n\mathbf n$, which holds because $\mathbf n$ has unit length:

$$(1-3\mathbf n\mathbf n)^2=1-6\mathbf n\mathbf n+9\mathbf n\mathbf n=1+3\mathbf n\mathbf n.$$

Its trace is $3+3=6$. Each pair occurs twice, once for each starting site, so that

$$\mathrm{Tr}A^2=12\alpha^2\sum_{i<j}\frac{1}{R_{ij}^6},\qquad
E_2=-\frac{12}{16}\,\omega_0\alpha^2\sum_{i<j}\frac1{R_{ij}^6}
=-\sum_{i<j}\frac{C_6}{R_{ij}^6},$$

with $C_6=\tfrac34\omega_0\alpha^2$. These terms are also the second-order terms of the separate pair energies, and they cancel in $\Delta E$.

A closed walk of three steps visits three different sites. It can start at any of the three and can run in either of two directions, which gives six walks. A change of starting site permutes the factors cyclically and leaves the trace unchanged. Reversing the direction transposes the product of symmetric matrices, which also leaves the trace unchanged. Hence

$$\mathrm{Tr}A^3=6\alpha^3\,\mathrm{tr}(T_{12}T_{23}T_{31}).$$

With two sites alone, a walk of three steps cannot close, so the pair energies contain nothing of this order and nothing is subtracted. Multiplication by $\omega_0/32$ gives the factor $6/32=3/16$. ∎

The walk has a direct physical reading. A fluctuating dipole at site 1 polarizes site 2, the dipole induced there polarizes site 3, and the dipole at site 3 acts back on site 1. The energy of the loop depends on whether the returning field supports or opposes the original dipole, and this is decided by the directions of the three sides.

*Remark on a pair.* For two identical oscillators at distance $R$ the modes can be written down completely. Put $x=\alpha/R^3$. Along the axis the coupling is $-2x$, and in each of the two transverse directions it is $x$. A coupling $g$ between two equal oscillators produces $a=\pm g$, for in-phase and opposite motion. Therefore

$$E(12)=\frac{\omega_0}{2}\left[\sqrt{1+2x}+\sqrt{1-2x}+2\sqrt{1+x}+2\sqrt{1-x}-6\right].$$

This is even in $x$, which confirms the absence of a cubic term. It is also negative for $0<x\le\tfrac12$, because the square root is concave and so $\sqrt{1+g}+\sqrt{1-g}<2$ for $g\neq0$. Pairs attract in this model whatever their orientation in space; the sign question first appears with the third body.

### The dependence on shape

**Lemma 2.** For any triangle, including one flattened to a line,

$$\mathrm{tr}(T_{12}T_{23}T_{31})=
\frac{3\,(1+3\cos\gamma_1\cos\gamma_2\cos\gamma_3)}{(R_{12}R_{23}R_{31})^3}.$$

*Proof.* Go around the triangle with unit vectors $\mathbf a$ from 1 to 2, $\mathbf b$ from 2 to 3 and $\mathbf c$ from 3 to 1. At site 2 the interior angle lies between $-\mathbf a$ and $\mathbf b$, so $\mathbf a\cdot\mathbf b=-\cos\gamma_2$. In the same way $\mathbf b\cdot\mathbf c=-\cos\gamma_3$ and $\mathbf c\cdot\mathbf a=-\cos\gamma_1$.

Expand the trace of $(1-3\mathbf a\mathbf a)(1-3\mathbf b\mathbf b)(1-3\mathbf c\mathbf c)$ by the number of dyads in each term:

- no dyad: $\mathrm{tr}\,1=3$;
- one dyad: three terms, each $-3\,\mathrm{tr}(\mathbf a\mathbf a)=-3$, together $-9$;
- two dyads: $9[(\mathbf a\cdot\mathbf b)^2+(\mathbf b\cdot\mathbf c)^2+(\mathbf c\cdot\mathbf a)^2]$;
- three dyads: $-27(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a)$.

Write $c_i=\cos\gamma_i$, $S=c_1^2+c_2^2+c_3^2$ and $P=c_1c_2c_3$. The squares do not see the minus signs of the scalar products. In the last term three minus signs multiply to one, which turns $-27$ into $+27$. The sum is

$$3-9+9S+27P=-6+9S+27P .$$

The angles add up to $\pi$, so $c_3=-\cos(\gamma_1+\gamma_2)=\sin\gamma_1\sin\gamma_2-c_1c_2$. Move $c_1c_2$ to the left and square:

$$c_3^2+2c_1c_2c_3+c_1^2c_2^2=(1-c_1^2)(1-c_2^2)=1-c_1^2-c_2^2+c_1^2c_2^2 .$$

The products $c_1^2c_2^2$ cancel, and what remains is $S=1-2P$. Substitution gives

$$-6+9(1-2P)+27P=3+9P=3(1+3P).$$

Division by the cubes of the three distances completes the proof. On a line the angles are $0$, $0$ and $\pi$, whose sum is again $\pi$, so no step fails there. ∎

Lemmas 1 and 2 together give $E_3=\tfrac{3}{16}\cdot3\,\omega_0\alpha^3(1+3P)/(R_{12}R_{23}R_{31})^3$. The coefficient is $C_9=\tfrac9{16}\omega_0\alpha^3=\tfrac34\alpha C_6$, as the theorem states for identical oscillators.

### The next three-body term

A term with $n$ factors of $T$ scales as $s^{-3n}$. The first correction to $E_3$ therefore comes from closed walks of four steps that visit all three sites. Four visits are shared among three sites, so one site $i$ is visited twice, and its two visits cannot be consecutive. The cyclic order is $i,j,i,k$, and it can be started at any of its four places. With $T_{ij}^2=(1+3\mathbf n_{ij}\mathbf n_{ij})/R_{ij}^6$ from the proof of Lemma 1,

$$\mathrm{tr}(T_{ij}^2T_{ik}^2)=\frac{3+3+3+9\cos^2\gamma_i}{R_{ij}^6R_{ik}^6}
=\frac{9(1+\cos^2\gamma_i)}{R_{ij}^6R_{ik}^6}.$$

The prefactor is $-\tfrac{5}{256}\cdot4\cdot9=-\tfrac{45}{64}$, and hence

$$E_4=-\frac{45}{64}\,\omega_0\alpha^4\sum_{i=1}^{3}\frac{1+\cos^2\gamma_i}{R_{ij}^6R_{ik}^6},$$

where $j$ and $k$ are the two sites other than $i$. This term is negative for every shape. It scales as $s^{-12}$, which is the order of the remainder in the theorem.

## II. Unequal oscillators, the two signs and their limits

The symbols carried over are these. Oscillator $i$ has static polarizability $\alpha_i$ and frequency $\omega_i$; identical ones have $\alpha$ and $\omega_0$. The dipole tensor is $T_{ij}=(1-3\mathbf n_{ij}\mathbf n_{ij})/R_{ij}^3$, and the squared normal frequencies $\Omega_k^2$ are the eigenvalues of $W_{ij}=\omega_i^2\delta_{ij}+\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\,T_{ij}$. The interior angles are $\gamma_i$, and $P=\cos\gamma_1\cos\gamma_2\cos\gamma_3$. The first half established $\mathrm{tr}(T_{12}T_{23}T_{31})=3(1+3P)/(R_{12}R_{23}R_{31})^3$. For identical oscillators it gave $E_3=\tfrac9{16}\omega_0\alpha^3(1+3P)/(R_{12}R_{23}R_{31})^3$ and a next term $E_4$ that is negative.

### Unequal frequencies

When the frequencies differ, the uncoupled matrix $W_0$, with blocks $\omega_i^2\delta_{ij}$, does not commute with the coupling, and the square root cannot be expanded as before. An integral over an auxiliary frequency $u$ removes the difficulty.

For identical oscillators, the leading three-body energy $E_3$ and its dependence on the triangle's angles are now established, together with the next term $E_4$. It remains to derive $C_9$ for unequal frequencies and to determine the sign of $E_3$ for the triangle and the line.
